# Mean lifetime and ten-percent-loss time in stretched-exponential charge loss

**Question**

A charge-trap memory cell stores electrons in a silicon-nitride layer. After programming at $t=0$, the fraction of the charge still present is

$$S(t)=\exp\!\left[-(t/\tau)^b\right],\qquad \tau>0,\quad b>0 .$$

Assume that $\tau$ and $b$ are constant, that the law holds until all the charge has gone, and that an electron that has left does not return. The mean lifetime $\bar t$ is the average time at which a stored electron leaves. The ten-percent-loss time $t_{10}$ is defined by $S(t_{10})=0.9$.

**(a)** Express $\bar t$ as an integral over $S(t)$, and evaluate it for $b=1/2$ and $b=1$.

**Answer.** The fraction of electrons leaving between $t$ and $t+dt$ is $-S'(t)\,dt$. The average leaving time up to a cut-off $T$ is found by parts:

$$-\int_0^T t\,S'(t)\,dt=-T\,S(T)+\int_0^T S(t)\,dt .$$

As $T\to\infty$ the boundary term vanishes, because $\exp[-(T/\tau)^b]$ falls faster than $1/T$. Hence

$$\bar t=\int_0^\infty S(t)\,dt .$$

For $b=1/2$, put $t=\tau x^2$, so that $dt=2\tau x\,dx$ and $S=e^{-x}$:

$$\bar t=2\tau\int_0^\infty x\,e^{-x}dx=2\tau\left[-(1+x)e^{-x}\right]_0^\infty=2\tau .$$

For $b=1$, $\bar t=\int_0^\infty e^{-t/\tau}dt=\tau$.

**(b)** Show that $\bar t$ is 180 times $t_{10}$ for $b=1/2$, against 9.5 times for $b=1$. For $b=1/2$, how does the ratio change if another loss $p$ replaces ten percent?

**Answer.** Taking the logarithm of $S(t_{10})=0.9$ gives

$$\left(\frac{t_{10}}{\tau}\right)^b=L,\qquad L=\ln\frac{1}{0.9}=0.10536 .$$

Thus $t_{10}=\tau L^2$ for $b=1/2$ and $t_{10}=\tau L$ for $b=1$. The time scale cancels from each ratio:

$$\frac{\bar t}{t_{10}}=\frac{2\tau}{\tau L^2}=\frac{2}{L^2}=180.2\quad(b=1/2),\qquad
\frac{\bar t}{t_{10}}=\frac{\tau}{\tau L}=\frac1L=9.49\quad(b=1).$$

If two cells have the same $t_{10}$ but follow these different laws, their mean lifetimes differ by the factor $2/L=19.0$.

For a general loss $p$, replace $L$ by $\ln[1/(1-p)]$. When $p\ll1$ this logarithm is approximately $p$, so the ratio approaches $2/p^2$. At $p=0.1$ that approximation gives 200 instead of 180. The ratio falls to one when the logarithm equals $\sqrt2$. The charge then left is $e^{-\sqrt2}=24.3\%$, which is the charge left at the mean lifetime.

**(c)** What share of the integral for $\bar t$ has accumulated by $t_{10}$?

**Answer.** For $b=1/2$ the upper limit in $x=\sqrt{t/\tau}$ is $L$. Since $e^{-L}=0.9$,

$$\frac{1}{2\tau}\int_0^{t_{10}}S\,dt=\int_0^L x e^{-x}dx
=1-(1+L)e^{-L}=1-0.9(1.10536)=0.0052 .$$

For $b=1$ the share is $1-e^{-L}=0.10$. A measurement that stops at $t_{10}$ therefore covers about half a percent of the integral in the first case and ten percent in the second. The rest is extrapolation.

The start of the stretched law also needs care. For $b=1/2$,

$$-S'(t)=\frac{1}{2\sqrt{\tau t}}\,e^{-\sqrt{t/\tau}},$$

which diverges as $t\to0$. The lost charge remains finite, but a real emission rate is bounded, so the law cannot hold down to zero time.

**(d)** Suppose that each trap empties exponentially with its own mean lifetime $u=2\tau z^2$, where $z$ is a standard normal variable. Show that this population gives the law with $b=1/2$, and recover $\bar t$.

**Answer.** Let $c=\sqrt{t/\tau}$. Averaging $e^{-t/u}$ over the traps, with the two signs of $z$ combined, gives

$$S=\sqrt{\frac2\pi}\,I(c),\qquad
I(c)=\int_0^\infty\exp\!\left(-\frac{z^2}{2}-\frac{c^2}{2z^2}\right)dz .$$

Differentiate for $c>0$, then substitute $w=c/z$, for which $dw=-(c/z^2)dz$. The reversed limits absorb the minus sign in $dw$:

$$\frac{dI}{dc}=-\int_0^\infty\frac{c}{z^2}\exp\!\left(-\frac{z^2}{2}-\frac{c^2}{2z^2}\right)dz
=-\int_0^\infty\exp\!\left(-\frac{c^2}{2w^2}-\frac{w^2}{2}\right)dw=-I .$$

Since $I(0)=\sqrt{\pi/2}$, the solution is $I=\sqrt{\pi/2}\,e^{-c}$, and $S=e^{-\sqrt{t/\tau}}$. The mean lifetime is $\langle u\rangle=2\tau\langle z^2\rangle=2\tau$, as in (a).

The average of $u$ gives most weight to long-lived traps, whereas the initial loss rate averages $1/u$ and gives most weight to short-lived ones. This is why an early loss can coexist with a long mean. The mixture is one possible origin of the law; the law alone does not prove it. Random leaving times for one million electrons drawn from this mixture gave $\bar t/\tau=1.994$ and $t_{10}/\tau=0.01098$, against the derived 2 and 0.01110.

**(e)** A cell loses ten percent of its charge in 10 h at 150 °C. Find $\tau$ and $\bar t$ for both laws.

**Answer.** For $b=1/2$,

$$\tau=\frac{10\ \mathrm h}{0.011101}=901\ \mathrm h,\qquad
\bar t=2\tau=1802\ \mathrm h=75\ \text{days}.$$

Half the charge has gone at $\tau(\ln2)^2=433$ h. For $b=1$, $\bar t=\tau=10\ \mathrm h/0.10536=94.9$ h, or 3.95 days.

**(f)** How sensitive is the extrapolation to $b$, to the loss reading and to a first reading taken 1 s after programming?

**Answer.** For general $b$, put $x=(t/\tau)^b$. Then $dt=(\tau/b)x^{1/b-1}dx$ and

$$\bar t=\frac{\tau}{b}\int_0^\infty x^{1/b-1}e^{-x}dx
=\frac{\tau}{b}\Gamma\!\left(\frac1b\right)=\tau\,\Gamma\!\left(1+\frac1b\right),\qquad
\frac{\bar t}{t_{10}}=\frac{\Gamma(1+1/b)}{L^{1/b}} .$$

The ratio is 368 for $b=0.45$ and 102 for $b=0.55$. With $b=1/2$ and the reading time held at 10 h, a true loss of 9% instead of 10% changes the factor from 180 to 225; a true loss of 11% changes it to 147.

For the delay $\delta=1$ s, let $d=\sqrt{\delta/\tau}$. The first reading misses a loss $1-e^{-d}=0.056\%$. If later readings are compared with it, the apparent ten-percent time $t'$, counted from that reading, obeys $\sqrt{(t'+\delta)/\tau}=L+d$. Therefore

$$\frac{t'}{\tau}=(L+d)^2-d^2=L^2+2Ld .$$

The shift relative to $t_{10}$ is $2d/L=1.05\%$, small beside the effect of $b$.

**(g)** The cell has a tunnel oxide, nitride and blocking oxide of 5, 6 and 6 nm, and an initial threshold shift of 3 V. Estimate the effects of use at 55 °C, of the falling self-field and of tunnelling. Take an attempt rate $\nu=10^{13}\ \mathrm{s^{-1}}$.

**Answer.**

The temperature and self-field estimates count an electron as lost once it is thermally emitted from its trap. In a real cell it must still cross an oxide, and emptied traps may recapture it many times first. These estimates therefore describe emission from the traps, not the full escape from the cell, which can be much slower.

*Temperature.* If one common factor slowed every trap, $\bar t/t_{10}$ would not change. Suppose instead that the lifetimes in (d) reflect a spread of trap energies $E$, with $u=\nu^{-1}e^{E/kT}$. At the bake temperature, $u=\tau$ corresponds to $E=kT\ln(\nu\tau)=1.64$ eV. Eliminating $E$ between the two temperatures gives

$$\nu u_{\rm use}=(\nu u_{\rm bake})^g,\qquad g=\frac{423.15\ \mathrm K}{328.15\ \mathrm K}=1.29 .$$

The distribution of $\ln u$ is stretched by $g$, so the loss law changes shape. Numerical averaging over the traps gives $t_{10}=1.8\times10^6$ h and $\bar t=1.3\times10^9$ h, a ratio of about 690.

*Self-field.* Place the charge, of areal density $\sigma$, in mid-nitride, and use relative permittivities 3.9 for oxide and 7.5 for nitride. The thickness-to-permittivity sums from the charge to the channel and to the gate are

$$A=\frac5{3.9}+\frac3{7.5}=1.68\ \mathrm{nm},\qquad
B=\frac6{3.9}+\frac3{7.5}=1.94\ \mathrm{nm}.$$

The threshold shift is $\Delta V=\sigma B/\varepsilon_0$ in magnitude. With gate and channel at equal potential, the displacements $D_c$ and $D_g$ on the two sides satisfy $D_c+D_g=\sigma$ and $D_cA=D_gB$. Hence $D_c=\sigma B/(A+B)=\varepsilon_0\Delta V/(A+B)$. Dividing by the permittivities gives fields of 2.12 MV/cm in the tunnel oxide and $F=1.10$ MV/cm in the nitride.

Assume that emptied traps are positive and that fixed negative charge balances them in the unprogrammed cell, so that only the stored electrons add net charge. In this Poole–Frenkel picture, an electron at distance $r$ from its emptied, attracting trap has energy $-C/r-Fr$ in eV, with $F$ in V/nm and $C=e/(4\pi\varepsilon_0\varepsilon_{\rm opt})$ in V nm. The maximum lies at $r=\sqrt{C/F}$, so the barrier is lowered by $2\sqrt{CF}$. For $\varepsilon_{\rm opt}=4$ this is 0.40 eV, or $a=10.9$ in units of $kT$ at the bake temperature.

As charge leaves, $F\propto S$ and, as long as the barrier maximum lies inside the nitride, the lowering varies as $\sqrt S$. If all emission is taken to be along the field, where the barrier is lowest, every emission rate is then multiplied by

$$f(S)=e^{-a(1-\sqrt S)},$$

which is 0.57 at 10% loss and 0.041 at 50% loss. With a scaled time $s$ obeying $ds/dt=f/\tau$, the mixture gives $S=e^{-\sqrt s}$. Since $dt=\tau\,ds/f$,

$$\frac{\bar t}{t_{10}}=\frac{\int_0^\infty S\,ds/f}{\int_0^{L^2}ds/f}\approx4.5\times10^5 .$$

This is a high estimate within the picture, because the larger, channel-side field was applied to every trap and all emission was taken along the field. Averaging the emission over directions, with the same field, lowers the ratio to about $9\times10^4$. The finite nitride matters too: the barrier maximum moves outward as the field falls and, for a trap in mid-nitride, reaches the oxide when 36% of the charge is left. Stopping it at the interface from then on lowers the along-field ratio to about $8\times10^4$. The smooth sheet also overstates the field near a trap: the stored electrons are about 3.4 nm apart, more than the 1.8 nm from the trap to the barrier maximum, and the sheet field includes the escaping electron's own charge. Removing that charge as a disc-shaped hole in the sheet reduces the initial lowering to about 0.28 eV and, with the maximum stopped at the interface, the along-field ratio to about $6\times10^3$. The falling-field estimate replaces the assumed law in the tail, so it is not a correction to be applied to a fit that already contains some of the slowing.

*Tunnelling.* Consider a trap at the tunnel-oxide interface, the most exposed position. Its zero-field depth is $1.64+0.40=2.04$ eV. Adding an oxide–nitride band offset of 1.05 eV gives an oxide barrier $\phi=3.09$ eV, which falls linearly across $d=5$ nm to $\phi_d=2.02$ eV (from unrounded values). With $F_{\rm ox}$ the oxide field, $m$ half the electron mass and $\phi,\phi_d$ in volts, the WKB exponent is

$$\frac{2\sqrt{2me}}{\hbar}\int_0^d\sqrt{\phi-F_{\rm ox}x}\,dx
=\frac{4\sqrt{2me}}{3\hbar F_{\rm ox}}\left(\phi^{3/2}-\phi_d^{3/2}\right)=57.8 .$$

The time $e^{57.8}/\nu$ is about $4\times10^8$ h, but it is very sensitive to the inputs. Including the attraction of the emptied trap in the oxide barrier, with a relative permittivity of 4, shortens it about a hundredfold (more for a smaller permittivity), and lowering the mass from 0.5 to 0.42 electron masses shortens it by a similar factor again. With both changes it is about $4\times10^4$ h, still above the 1802 h mean at the bake temperature, but a relative permittivity of 2.1, close to the optical value for oxide, would bring it down to about that mean. All these values are shorter than the thermal mean at 55 °C. Both the tunnelling time and that thermal mean assume that the initial field persists. Within this estimate, tunnelling could shorten the extrapolated tail in use for traps near the interface.

**(h)** What may be concluded about a real cell?

**Answer.** The layer thicknesses, threshold shift and bake temperature are rough values in the regime of nitride charge-trap cells; the 10 h loss time is a round choice, not a measurement. The oxide field is well below a rough breakdown field of 10 MV/cm. The assumption most exposed here is that one law, with fixed $\tau$ and $b$, holds throughout the loss. In the emission picture of (g), the falling field alone raises the ratio from 180 to between several thousand and several hundred thousand in the mid-nitride sheet estimates above. The size is not pinned down, and charge spread through the nitride, where part of it sits in a weak field, could give a smaller rise. The very long times at 55 °C are consequences of the model, not service lives. The factor 180 follows from the stated law, but a measured $t_{10}$ by itself does not establish a mean lifetime. The numerical output lists the main inputs and intermediate values.

## Calculated quantities

```
L = ln(1/0.9): 0.105361
t10/tau, b=1/2: 0.011101
mean/tau, b=1/2: 2.000000
mean/t10, b=1/2: 180.17
mean/t10, b=1: 9.491
quotient of the two ratios: 18.98
share of mean before t10, b=1/2: 0.518 %
share of mean before t10, b=1: 10.00 %
sampled electrons: 1000000
sampled mean/tau: 1.994
sampled t10/tau: 0.01098
example t10 at bake: 10.0 h
bake temperature: 423.15 K
use temperature: 328.15 K
tau, b=1/2: 900.8 h
mean lifetime, b=1/2: 1801.7 h = 75.1 days
mean lifetime, b=1: 94.9 h = 3.95 days
half-loss time, b=1/2: 432.8 h
charge left at mean, b=1/2: 24.3 %
charge left at mean, b=1: 36.8 %
ratio for b=0.45: 368.2
ratio for b=0.55: 101.9
b=1/2 ratio if true loss is 9 %: 224.9
b=1/2 ratio if true loss is 11 %: 147.3
first-read delay: 1.0 s
charge lost before first read: 0.0555 %
shift of apparent t10 by delay: 1.05 %
attempt rate: 1.0e+13 1/s
activation energy at tau: 1.638 eV
lifetime power T_bake/T_use: 1.2895
t10 at use temperature: 1.82e+06 h
mean at use temperature: 1.26e+09 h
mean/t10 at use temperature: 691
tunnel oxide, nitride, block: 5.0, 6.0, 6.0 nm
permittivities oxide, nitride, optical: 3.9, 7.5, 4.0
threshold shift: 3.0 V
stored electrons: 8.55e+12 1/cm2
tunnel-oxide field: 2.12 MV/cm
nitride field: 1.10 MV/cm
barrier lowering: 0.399 eV
lowering/kT at bake: 10.94
emission factor at 10 % loss: 0.570
emission factor at 50 % loss: 0.0406
mean/t10 with falling field: 4.54e+05
oxide-nitride band offset: 1.05 eV
oxide tunnelling mass: 0.50 electron masses
zero-field trap depth: 2.037 eV
tunnelling exponent: 57.81
interface-trap tunnelling time: 3.6e+08 h
```
